\section*{Darwin-like term and the ground level of a two-band harmonic well}

\section{One band or two?}

A calculation of the levels in a narrow-gap III--V well must settle early whether one conduction band with a nonparabolic dispersion is enough, or whether the valence amplitude must be kept. For a harmonic potential that acts alike on both bands, the choice reverses the sign of the leading correction to the ground level. With $\alpha$ the inverse gap and $\hbar\omega$ the oscillator quantum, the dispersion alone gives $-\tfrac{3}{16}\alpha(\hbar\omega)^2$, and the two-band model gives $+\tfrac{1}{16}\alpha(\hbar\omega)^2$.

\section{Model and elimination of the valence band}

Let $f$ and $g$ be the conduction and valence envelopes, $p=-i\hbar\,d/dx$, $E_g$ the gap and $P$ a real constant with the dimension of velocity. Energies are counted from the conduction edge at $x=0$. Both bands carry the same potential $V=\tfrac12 m\omega^2x^2$:
\begin{align}
Vf+Pp\,g&=Ef, \label{eq:upper}\\
Pp\,f+(V-E_g)g&=Eg. \label{eq:lower}
\end{align}
Remote bands, spin and in-plane motion are left out for now. Equation \eqref{eq:lower} gives $g=(E_g+E-V)^{-1}Pp f$, and \eqref{eq:upper} becomes
\begin{equation}
(E-V)f=P^2\,p\,\frac{1}{E_g+E-V}\,p\,f. \label{eq:elim}
\end{equation}
For $V=0$ this reads $E(E_g+E)=P^2p^2$. Dividing by $E_g$ and defining
\begin{equation}
\alpha=\frac1{E_g},\qquad \frac{1}{2m}=\frac{P^2}{E_g},\qquad T=\frac{p^2}{2m}, \label{eq:defs}
\end{equation}
we find $E(1+\alpha E)=T$, so that $E=T-\alpha T^2$ to first order in $\alpha$. The dispersion-only recipe adds $V$ to this and uses $T-\alpha T^2+V$.

\section{The effective Hamiltonian to first order}

Where the wavefunction is appreciable, let $\alpha|E-V|\ll1$. Then
\begin{equation}
\frac{P^2}{E_g+E-V}=\frac{1}{2m}\,\frac{1}{1+\alpha(E-V)}\simeq\frac{1}{2m}\left[1-\alpha(E-V)\right].
\end{equation}
The number $E$ commutes with $p$, but $V$ does not. Equation \eqref{eq:elim} becomes $(E-V)f=Tf-\alpha E\,Tf+\alpha\,pVp f/(2m)$, or
\begin{equation}
\left[T+V+\frac{\alpha}{2m}pVp\right]f=E\,(1+\alpha T)f. \label{eq:general}
\end{equation}
The factor on the right is the norm of the two-component state. To leading order $g=\alpha Pp f$, and by \eqref{eq:defs}
\begin{equation}
\langle g|g\rangle=\alpha^2P^2\langle f|p^2|f\rangle=\alpha\langle f|T|f\rangle. \label{eq:norm}
\end{equation}
In the oscillator ground state $\langle T\rangle=\hbar\omega/4$, so the valence weight is $\alpha\hbar\omega/4$.

An ordinary eigenvalue problem needs an amplitude with unit norm. Put $\varphi=(1+\tfrac12\alpha T)f$, hence $f=(1-\tfrac12\alpha T)\varphi$, and multiply \eqref{eq:general} from the left by $1-\tfrac12\alpha T$. On the right, $(1-\tfrac12\alpha T)(1+\alpha T)(1-\tfrac12\alpha T)=1+O(\alpha^2)$. On the left, the two outer factors add $-\tfrac12\alpha[T(T+V)+(T+V)T]$. Therefore $H'\varphi=E\varphi$ with
\begin{equation}
H'=T+V-\alpha T^2+\alpha\left[\frac{pVp}{2m}-\frac{TV+VT}{2}\right]. \label{eq:hprime}
\end{equation}
The bracket is what the dispersion-only recipe misses. To evaluate it, let the operators act on a function:
\begin{align}
pVp\,\varphi&=-\hbar^2\left(V'\varphi'+V\varphi''\right),\\
\tfrac12(p^2V+Vp^2)\varphi&=-\hbar^2\left(\tfrac12V''\varphi+V'\varphi'+V\varphi''\right).
\end{align}
The difference is $+\tfrac12\hbar^2V''\varphi$. Division by $2m$ gives
\begin{equation}
H'=T+V-\alpha T^2+\frac{\alpha\hbar^2}{4m}V''. \label{eq:darwin}
\end{equation}
The last term has the form of the Darwin term of the Dirac equation. Its origin can be read from \eqref{eq:hprime}. By $g=\alpha Ppf$, the part $\alpha\langle pVp\rangle/(2m)$ is the potential energy of the valence component, while $-\tfrac12\alpha\langle TV+VT\rangle$ accounts for the norm taken from the conduction component. The two cancel for a constant potential. They do not cancel in a well, because $g$ follows the slope of $f$ and so has a different density.

\section{Levels of the oscillator}

Here $V''=m\omega^2$, and the Darwin-like term is the constant $\tfrac14\alpha(\hbar\omega)^2$. For the kinetic term use the ladder operators $a,a^\dagger$ and $N=a^\dagger a$:
\begin{equation}
T=\frac{\hbar\omega}{4}\left(2N+1-a^2-a^{\dagger2}\right).
\end{equation}
The squared length of $T|n\rangle$ is the sum of the squares of its three orthogonal parts:
\begin{equation}
\begin{aligned}
\langle T^2\rangle_n&=\frac{(\hbar\omega)^2}{16}\left[(2n+1)^2+n(n-1)+(n+1)(n+2)\right]\\
&=\frac{3(\hbar\omega)^2}{16}(2n^2+2n+1).
\end{aligned}
\end{equation}
First-order perturbation theory with \eqref{eq:darwin} gives
\begin{equation}
\Delta E_n=\alpha(\hbar\omega)^2\left[-\frac{3}{16}(2n^2+2n+1)+\frac14\right], \label{eq:levels}
\end{equation}
and for $n=0$
\begin{equation}
\Delta E_0=\left(-\frac3{16}+\frac4{16}\right)\alpha(\hbar\omega)^2=+\frac1{16}\alpha(\hbar\omega)^2. \label{eq:main}
\end{equation}
Direct diagonalization of \eqref{eq:upper}--\eqref{eq:lower} at $\alpha\hbar\omega=0.001$ and $0.002$, extrapolated to zero, gives the coefficients $0.0625$, $-0.6875$ and $-2.1875$ for $n=0,1,2$. The same procedure for a single band, with $V$ added to the full dispersion that solves $E(1+\alpha E)=T$ and equals $T-\alpha T^2$ to first order, gives $-0.1875$ for $n=0$. Both agree with the formulas.

Two consequences follow from \eqref{eq:levels}. The Darwin-like term is the same for all $n$, so it drops out of the level spacings at this order; for instance $E_1-E_0=\hbar\omega-\tfrac34\alpha(\hbar\omega)^2$ with or without it. And since the kinetic part grows as $n^2$, the dispersion-only recipe becomes relatively better for high levels, as long as $\alpha E_n$ stays small.

\section{A second derivation, and the next order}

The result can be obtained without a change of normalization. Measure $x$ in units of $\ell=\sqrt{\hbar/(m\omega)}$, and set $e=E/\hbar\omega$, $\varepsilon=\alpha\hbar\omega$ and $D=1+\varepsilon(e-x^2/2)$. Equation \eqref{eq:elim} is then
\begin{equation}
-\frac12\frac{d}{dx}\left(\frac{f'}{D}\right)+\frac{x^2}{2}f=ef.
\end{equation}
Define $w=-f'/(fD)$, which is proportional to $g/f$. Then $f'/D=-wf$ and $f'=-wDf$, so the first term equals $\tfrac12(w'f+wf')=\tfrac12(w'-w^2D)f$, and
\begin{equation}
w'=w^2\left[1+\varepsilon\left(e-\frac{x^2}{2}\right)\right]+2e-x^2. \label{eq:riccati}
\end{equation}
Expand $w=w_0+\varepsilon w_1+\dots$ and $e=e_0+\varepsilon e_1+\dots$. At order zero $w_0=x$ and $e_0=\tfrac12$, the Gaussian ground state. At each higher order the homogeneous solution is $e^{x^2}$, which belongs to the growing solution for $f$ and is excluded; odd polynomials remain. At first order
\begin{equation}
w_1'=2xw_1+\frac{x^2}{2}-\frac{x^4}{2}+2e_1 .
\end{equation}
With $w_1=ax+bx^3$, the powers $x^4$, $x^2$ and $x^0$ give $2b=\tfrac12$, $3b=2a+\tfrac12$ and $a=2e_1$. Hence $b=\tfrac14$, $a=\tfrac18$ and $e_1=\tfrac1{16}$, in agreement with \eqref{eq:main}.

At second order the known terms are $w_1^2$, $2xw_1(e_0-x^2/2)$ and $x^2e_1$:
\begin{equation}
\begin{aligned}
w_2'-2xw_2-2e_2&=\left(\frac{x^2}{64}+\frac{x^4}{16}+\frac{x^6}{16}\right)+\left(\frac{x^2}{8}+\frac{x^4}{8}-\frac{x^6}{4}\right)+\frac{x^2}{16}\\
&=\frac{13}{64}x^2+\frac{3}{16}x^4-\frac{3}{16}x^6 .
\end{aligned}
\end{equation}
With $w_2=ax+bx^3+cx^5$, the powers from $x^6$ down give $c=\tfrac3{32}$, then $2b=5c-\tfrac3{16}=\tfrac9{32}$, then $2a=3b-\tfrac{13}{64}=\tfrac{7}{32}$, and $e_2=a/2=\tfrac7{128}$. Thus
\begin{equation}
E_0=\frac{\hbar\omega}{2}+\frac{1}{16}\alpha(\hbar\omega)^2+\frac{7}{128}\alpha^2(\hbar\omega)^3+\dots \label{eq:series}
\end{equation}
The same recursion gives $e_3=95/1024$ and $e_4=7611/32768$. At $\varepsilon=0.02$ the energy left over after the $e_3$ term is $1.07$ times the $e_4$ term, as expected of a truncated series.

\section{How much of the potential must be common}

Suppose the valence band feels $\lambda V$. Then $pVp$ in \eqref{eq:hprime} acquires the factor $\lambda$, and the rest is unchanged. In the ground state $T\varphi_0=(\tfrac12\hbar\omega-V)\varphi_0$, so with $\langle V\rangle=\hbar\omega/4$ and $\langle V^2\rangle=3(\hbar\omega)^2/16$
\begin{equation}
\tfrac12\langle TV+VT\rangle=\tfrac12\hbar\omega\langle V\rangle-\langle V^2\rangle=-\tfrac1{16}(\hbar\omega)^2 .
\end{equation}
By the operator identity, $\langle pVp\rangle/(2m)$ is larger by $\tfrac14(\hbar\omega)^2$ and equals $\tfrac3{16}(\hbar\omega)^2$. The total coefficient is
\begin{equation}
-\frac3{16}+\frac{3\lambda}{16}+\frac1{16}=\frac{3\lambda-2}{16}. \label{eq:lambda}
\end{equation}
It is $+\tfrac1{16}$ for an electrostatic potential ($\lambda=1$), $-\tfrac18$ for a flat valence edge ($\lambda=0$) and $-\tfrac5{16}$ for a gap that widens symmetrically ($\lambda=-1$). Diagonalization gives $-0.1250$ and $-0.3125$ for the last two. The coefficient is positive only for $\lambda>\tfrac23$. A well made by grading an alloy so that it confines both electrons and holes has $\lambda<0$, and there the positive shift does not occur.

\section{The level is a resonance}

A common harmonic potential lifts the valence edge without limit. Far from the centre the valence band reaches the energy $E_0$, and in this one-electron model, where the valence states are empty, the electron can tunnel into it. The level therefore has a width, which the real terms of \eqref{eq:series} cannot contain; that series is to be read as an asymptotic one.

Replacing $E$ by $E-V$ in the free dispersion gives $p^2=-\hbar^2\kappa^2$ for $0<V-E<E_g$, with
\begin{equation}
\hbar\kappa=\sqrt{2m(V-E)\left[1-\alpha(V-E)\right]} .
\end{equation}
The electron meets a turning point twice per period $2\pi/\omega$, which suggests a width $(\hbar\omega/\pi)\exp(-2\int\kappa\,dx)$. This semiclassical form misjudges the tail of the lowest state by a constant factor. For a parabolic well, in units of $\ell$, the semiclassical density far outside is
\begin{equation}
\frac{1}{2\pi\kappa}\exp\left(-2\int_1^x\kappa\,dx'\right)\simeq\frac{1}{2\pi x}\,2x\,e^{1/2-x^2}=\frac{\sqrt{\mathrm e}}{\pi}e^{-x^2},
\end{equation}
since $\kappa=\sqrt{x^2-1}$ and $2\int_1^x\kappa\,dx'\simeq x^2-\tfrac12-\ln 2x$. The true density is $e^{-x^2}/\sqrt\pi$, larger by $\sqrt{\pi/\mathrm e}$. Hence
\begin{equation}
\Gamma\simeq\frac{\hbar\omega}{\pi}\sqrt{\frac{\pi}{\mathrm e}}\;\exp\left(-2\int\kappa\,dx\right). \label{eq:width}
\end{equation}

\section{A parabolic well in a narrow-gap semiconductor}

Take $E_g=0.40$ eV, $m=0.025$ electron masses and $\hbar\omega=40$ meV. Then $\alpha\hbar\omega=0.1$ and $\alpha(\hbar\omega)^2=4$ meV. The dispersion contributes $-\tfrac3{16}\times4=-0.75$ meV and the Darwin-like term $\tfrac14\times4=+1.00$ meV, in total $+0.25$ meV. The second-order term adds $\tfrac7{128}\times0.1\times4=0.022$ meV.

The full two-band resonance was computed by rotating $x$ into the complex plane, which turns the outgoing valence wave into a decaying one. It lies at $20.277$ meV, a shift of $0.277$ meV from the parabolic $20$ meV; the two terms above give $0.272$ meV. The spacing to the next level is $37.4$ meV, against $40-3=37$ meV at first order.

The oscillator length is $8.7$ nm, and the forbidden region runs from $8.8$ to $40$ nm on each side. The exponent in \eqref{eq:width} is $11.88$, which gives $\Gamma\simeq95$ neV; the computed resonance has $89$ neV, or a lifetime of $7.4$ ns. The width is thus far smaller than the shift, and the level is well defined. Tunnelling towards a given side requires that the parabola extend to about $40$ nm on that side. In a real semiconductor the valence states there are normally full, and the tunnelling runs the other way: valence electrons enter the empty level. A well that must stay empty therefore has to end its parabola short of this distance.

\paragraph{The real case.} The gap and mass are roughly those of InAs. By Poisson's equation $m\omega^2=e^2N/\epsilon$, a uniform donor charge with rough relative permittivity $15$ produces this curvature at $N=4.4\times10^{17}$ cm$^{-3}$, provided the layer is kept almost empty of electrons and the compensating charge sits outside it. This is an idealization. The donor spacing $N^{-1/3}$ is $13$ nm, more than the oscillator length, so the charge is not smooth on the scale of the wavefunction. One donor at that distance contributes $e^2N^{1/3}/(4\pi\epsilon)\approx7$ meV, and many contribute at once: for independent random positions in a layer $80$ nm thick between two conducting planes, the potential at the centre fluctuates by about $30$ meV (root mean square). This is comparable to $\hbar\omega$ itself and far above the net shift. The field, $46$ kV/cm at one oscillator length and larger further out, is also comparable to the bulk breakdown field of InAs. The example therefore shows the sizes of the terms and is not a device design. The requirement of an almost empty layer is strict: even $10^{10}$ electrons per cm$^2$ set an electrostatic scale $e^2n_s\ell/(2\epsilon)=0.53$ meV. Measured from the band edge at $x=0$, their first-order Hartree shift of the level is $-(\sqrt{2/\pi}-1/\sqrt\pi)\times0.53=-0.12$ meV, half the net shift in size. In a graded-alloy well the potential is not common; for $\lambda=-1$, \eqref{eq:lambda} gives $-\tfrac5{16}\times4=-1.25$ meV.

Other omissions can be sized at first order.
\begin{itemize}
\item \emph{Split-off band.} Each valence band contributes in proportion to its share of $1/m$ and to its inverse gap. With squared couplings in the ratio $2:1$ and a rough split-off energy of $0.40$ eV, the gaps are $E_g$ and $2E_g$ and the shares $\tfrac45$ and $\tfrac15$. The coefficient is $\tfrac1{16}(\tfrac45+\tfrac1{10})=0.056$, which is $10\%$ lower.
\item \emph{Bare-electron kinetic energy.} If a share $\mu=0.025$ of $1/m$ comes from the free mass, in both bands, only $(1-\mu)T$ arises from the coupling, and $V$ in $pVp$ becomes $V+\mu T$. The coefficient is $-\tfrac3{16}(1-\mu)^2+\tfrac14(1-\mu)=0.066$, about $5\%$ higher.
\item \emph{Remote bands.} They add kinetic terms that differ between the bands, and their effect depends on the parameter set. With the split-off band included, $E_g=0.417$ eV, split-off energy $0.39$ eV and Luttinger parameters $\gamma_1=20$, $\gamma_2=8.5$, a Kane energy of $21.5$ eV with $F=-2.9$ gives a coefficient of $0.051$, while $19$ eV with $F=-0.4$, at nearly the same mass, gives $0.02$. The sign is unchanged in both cases, but the size of the net shift is uncertain.
\item \emph{In-plane motion.} With in-plane kinetic energy $T_\perp$, $-\alpha T^2$ becomes $-\alpha(T+T_\perp)^2$. The cross term averages to $-2\alpha\langle T\rangle T_\perp=-\tfrac12\alpha\hbar\omega T_\perp$. For the thermal mean $T_\perp=k_BT_{\mathrm{lat}}$ of a dilute gas at temperature $T_{\mathrm{lat}}$ this is $-0.33$ meV at $77$ K and $-1.3$ meV at $300$ K.
\item \emph{Lattice polarization.} A rough polaron coupling of $0.05$ and a phonon energy of $30$ meV give a shift of order $-1.5$ meV. Most of it is shared with the bulk band edge and drops out when the level is measured from that edge; second-order perturbation theory with bulk phonons leaves about $-0.07$ meV.
\end{itemize}
The donor disorder and, above about $60$ K, the in-plane term exceed $0.25$ meV, so \eqref{eq:main} does not predict an absolute measured level. What it settles is the choice of equation. For an electrostatic well with $\alpha\hbar\omega\ll1$, a calculation of the ground level relative to the band edge needs the Darwin-like term, here $1$ meV at first order; the full two-band and full dispersion-only levels differ by $0.93$ meV. A calculation of spacings in a harmonic well can omit it at first order; in the example the lowest spacing is then $37.5$ meV instead of $37.4$ meV.

\section*{Numbers as computed}
\begin{verbatim}
First-order coefficients, units of alpha*(hbar omega)^2
 level 0: dispersion only -0.18750, two-band 0.06250
 level 1: dispersion only -0.93749, two-band -0.68750
 level 2: dispersion only -2.43744, two-band -2.18747
 valence band feels no potential: -0.12500
 valence band feels opposite potential: -0.31250
Exact series coefficients e1..e4: 1/16 7/128 95/1024 7611/32768
Series remainder / next term at ratio 0.02: 1.072
Valence weight / (alpha hbar omega): 0.2501
Worked example
 gap: 0.40 eV
 mass: 0.025 electron masses
 oscillator quantum: 40.0 meV
 alpha: 2.50 1/eV
 alpha*hbar*omega: 0.100
 alpha*(hbar omega)^2: 4.000 meV
 dispersion-only first-order shift: -0.750 meV
 Darwin-like shift: 1.000 meV
 total first-order shift: 0.250 meV
 second-order shift: 0.0219 meV
 parabolic ground level: 20.000 meV
 full resonance energy: 20.2771 meV
 full shift: 0.2771 meV
 spacing to next level: 37.401 meV
 oscillator length: 8.73 nm
 field at one oscillator length: 0.0458 MV/cm
 relative permittivity (rough): 15.0
 donor density for this curvature: 4.35e+17 cm^-3
Neglected effects and limits
 forbidden region: 8.8 to 40.0 nm
 tunnelling exponent: 11.884
 resonance width: 88.6 neV
 width from tunnelling estimate: 94.5 neV
 lifetime: 7.43 ns
 split-off energy (rough): 0.40 eV
 coefficient with split-off band: 0.05625
 coefficient with bare-electron term: 0.06551
 77 K: kT 6.64 meV, in-plane cross shift -0.332 meV
 77 K: Boltzmann factor of next level 3.56e-03
 300 K: kT 25.85 meV, in-plane cross shift -1.293 meV
 300 K: Boltzmann factor of next level 2.35e-01
 electron sheet density: 1.0e+10 cm^-2
 its electrostatic energy scale: 0.527 meV
 polaron coupling 0.05, phonon 30 meV (rough)
 polaron shift scale: -1.50 meV
\end{verbatim}
